# Counting Photons in Blue-Light Bias Stress of an Oxide Transistor: a numerical check

```python
# Result under test: light of irradiance P and vacuum wavelength lam carries
# the photon flux P*lam/(h*c); 1 mW/cm2 at 450 nm gives about 2.3e15 /cm2/s.
# Example: blue light on an amorphous In-Ga-Zn-O transistor (rough parameters).
# alpha: absorption coefficient; k0 = 2*pi/lam; psi: electric field of the wave.
# Lengths in the optical part are in nm, photon energies in eV.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid

irradiance = 1e-3                 # W/cm2
lam = 450.0                       # nm
hc_eV_nm = sc.h * sc.c / sc.e * 1e9
photon_J = sc.h * sc.c / (lam * 1e-9)
photon_eV = photon_J / sc.e
flux = irradiance / photon_J      # 1/(cm2 s)

# Photon energy from the quantized field mode, units eV and fs
hbar = sc.hbar / sc.e * 1e15
omega = 2 * np.pi * sc.c / (lam * 1e-9) * 1e-15
q = np.linspace(-3.5, 3.5, 1401)
dq = q[1] - q[0]
diagonal = hbar**2 / dq**2 + 0.5 * omega**2 * q**2
off_diagonal = np.full(q.size - 1, -0.5 * hbar**2 / dq**2)
levels = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                          select='i', select_range=(0, 1))
mode_gap = levels[1] - levels[0]
# second-order grid error of the gap is a few parts in 1e5
assert abs(mode_gap / photon_eV - 1) < 1e-4
assert abs(irradiance / (mode_gap * sc.e) / flux - 1) < 1e-4
assert round(flux / 1e15, 1) == 2.3


# Finite spectra: photons counted in energy, mean wavelength taken in wavelength
def gaussian(x, centre, sigma):
    return np.exp(-0.5 * ((x - centre) / sigma)**2)


def count_photons(spectrum):
    energy = np.linspace(1.8, 3.6, 20001)
    power = trapezoid(spectrum(energy), energy)
    return irradiance * trapezoid(spectrum(energy) / energy, energy) / power / sc.e


def mean_wavelength(spectrum):
    wave = np.linspace(hc_eV_nm / 3.6, hc_eV_nm / 1.8, 20001)
    density = spectrum(hc_eV_nm / wave) * hc_eV_nm / wave**2
    return trapezoid(wave * density, wave) / trapezoid(density, wave)


led_fwhm = 20.0                   # nm
sigma_led = photon_eV * led_fwhm / lam / np.sqrt(8 * np.log(2))


def led(energy):
    return gaussian(energy, photon_eV, sigma_led)


def lopsided(energy):
    return led(energy) + 0.3 * gaussian(energy, photon_eV - 0.15, 0.08)


count = count_photons(lopsided)
mean_lam = mean_wavelength(lopsided)
from_mean = irradiance * mean_lam * 1e-9 / (sc.h * sc.c)
assert abs(count / from_mean - 1) < 1e-6
assert abs(count / flux - 1) > 0.005     # the peak wavelength alone fails here
width_error = count_photons(led) / flux - 1

# Absorption in the film
alpha_cm = 1000.0                 # 1/cm
d_film, d_oxide = 40.0, 100.0     # nm
n_film, n_oxide, n_silicon = 2.0, 1.46, 4.7 + 0.1j
k0 = 2 * np.pi / lam
kappa = alpha_cm * 1e-7 / (2 * k0)
film_index = n_film + 1j * kappa
single_pass = 1 - np.exp(-alpha_cm * d_film * 1e-7)


def step_back(psi, slope, index, thickness):
    wave_number = k0 * index
    cosine = np.cos(wave_number * thickness)
    sine = np.sin(wave_number * thickness)
    return (psi * cosine - slope * sine / wave_number,
            slope * cosine + wave_number * psi * sine)


def stack(n_in, film, thickness, oxide, oxide_thickness, substrate):
    """Absorbed fraction in the film and reflected fraction of the stack."""
    psi, slope = 1.0 + 0j, 1j * k0 * substrate
    psi, slope = step_back(psi, slope, oxide, oxide_thickness)
    flow_below = np.imag(np.conj(psi) * slope)
    psi, slope = step_back(psi, slope, film, thickness)
    flow_above = np.imag(np.conj(psi) * slope)
    incident = 0.5 * (psi + slope / (1j * k0 * n_in))
    reflected = 0.5 * (psi - slope / (1j * k0 * n_in))
    absorbed = (flow_above - flow_below) / (k0 * n_in * abs(incident)**2)
    return absorbed, abs(reflected / incident)**2


# Exponential law: index-matched surroundings, thick film with alpha*d = 2.
# The tolerance covers the weak reflection caused by absorption itself.
thick = 2.0 / (alpha_cm * 1e-7)
matched, _ = stack(n_film, film_index, thick, n_film, 10.0, n_film)
assert abs(matched / (1 - np.exp(-2.0)) - 1) < 5e-3

wave_absorbed, reflectance = stack(1.0, film_index, d_film, n_oxide,
                                   d_oxide, n_silicon)


# Same fraction from direct integration of the wave equation and of |psi|^2
def wave_equation(index):
    def derivative(z, y):
        return [y[1], -(k0 * index)**2 * y[0], abs(y[0])**2 + 0j]
    return derivative


state = np.array([1.0, 1j * k0 * n_silicon, 0.0], dtype=complex)
for index, thickness in ((n_oxide, d_oxide), (film_index, d_film)):
    state[2] = 0
    solution = solve_ivp(wave_equation(index), (thickness, 0.0), state,
                         rtol=1e-9, atol=1e-11)
    assert solution.success
    state = solution.y[:, -1].copy()
incident_ode = 0.5 * (state[0] + state[1] / (1j * k0))
integral_absorbed = (k0 * np.imag(film_index**2) * (-state[2].real)
                     / abs(incident_ode)**2)
assert abs(integral_absorbed / wave_absorbed - 1) < 1e-5

# One full interference period of oxide thickness
oxide_scan = np.linspace(100.0, 100.0 + lam / (2 * n_oxide), 401)
scan = [stack(1.0, film_index, d_film, n_oxide, d, n_silicon)[0]
        for d in oxide_scan]

# Trapped charge behind the threshold shift
shift = -5.0                      # V
stress_time = 3600.0              # s
eps_r = 3.9
eps = eps_r * sc.epsilon_0
capacitance = eps / (d_oxide * 1e-9)              # F/m2
trapped = -shift * capacitance / sc.e * 1e-4      # 1/cm2

# Poisson check: field-free channel at x=0, charge in the first 2 nm of oxide
trap_depth = 2.0                  # nm
x = np.linspace(0, d_oxide, 100001) * 1e-9
rho = np.where(x <= trap_depth * 1e-9,
               sc.e * trapped * 1e4 / (trap_depth * 1e-9), 0.0)
slope_phi = cumulative_trapezoid(-rho / eps, x, initial=0)
gate_voltage = trapezoid(slope_phi, x)
# finite depth of the charge lowers the shift by about one percent
assert abs(gate_voltage / shift - 1) < 0.015

absorbed_flux = flux * single_pass
charge_yield = trapped / (absorbed_flux * stress_time)
yield_wave = trapped / (flux * wave_absorbed * stress_time)
alpha_low = 100.0
low_pass = 1 - np.exp(-alpha_low * d_film * 1e-7)
yield_low = trapped / (flux * low_pass * stress_time)
air_index = 1.0003
wavelength_error = 5.0            # nm
cooling = 10.0                    # W/(m2 K), weak air cooling
heating = irradiance * 1e4 / cooling

print(f"Irradiance: {irradiance*1e3:.1f} mW/cm2")
print(f"Vacuum wavelength: {lam:.0f} nm")
print(f"Planck constant h: {sc.h:.5e} J s")
print(f"Speed of light c: {sc.c:.5e} m/s")
print(f"Product hc: {hc_eV_nm:.2f} eV nm")
print(f"Photon energy: {photon_J:.4e} J")
print(f"Photon energy: {photon_eV:.4f} eV")
print(f"Level spacing of field mode on grid: {mode_gap:.4f} eV")
print(f"Incident photon flux: {flux:.4e} 1/(cm2 s)")
print(f"Lopsided test spectrum, mean wavelength: {mean_lam:.2f} nm")
print(f"Lopsided test spectrum, counted flux: {count:.4e} 1/(cm2 s)")
print(f"Lopsided test spectrum, flux from mean: {from_mean:.4e} 1/(cm2 s)")
print(f"Film thickness: {d_film:.0f} nm")
print(f"Absorption coefficient (rough): {alpha_cm:.0f} 1/cm")
print(f"Single-pass absorbed fraction: {single_pass:.4e}")
print(f"Absorbed flux, single pass: {absorbed_flux:.3e} 1/(cm2 s)")
print(f"Matched film, alpha*d=2, wave result: {matched:.4f}")
print(f"Matched film, alpha*d=2, exponential law: {1-np.exp(-2.0):.4f}")
print(f"Stress time: {stress_time:.0f} s")
print(f"Incident dose: {flux*stress_time:.3e} 1/cm2")
print(f"Absorbed dose, single pass: {absorbed_flux*stress_time:.3e} 1/cm2")
print(f"Oxide thickness: {d_oxide:.0f} nm")
print(f"Oxide relative permittivity: {eps_r:.1f}")
print(f"Oxide capacitance: {capacitance*1e5:.2f} nF/cm2")
print(f"Threshold shift (chosen): {shift:.1f} V")
print(f"Trapped sheet density: {trapped:.3e} 1/cm2")
print(f"Trapped charges per absorbed photon: {charge_yield:.2e}")
print(f"Source width (FWHM): {led_fwhm:.0f} nm")
print(f"Flux change from source width: {100*width_error:.3f} percent")
print(f"Wavelength error considered: {wavelength_error:.0f} nm")
print(f"Flux change from that error: {100*wavelength_error/lam:.2f} percent")
print(f"Air index (rough): {air_index:.4f}")
print(f"Flux change if 450 nm is in air: {100*(air_index-1):.2f} percent")
print(f"Indices film, oxide (rough): {n_film:.2f}, {n_oxide:.2f}")
print(f"Complex index silicon (rough): {n_silicon.real:.1f} + {n_silicon.imag:.1f}i")
print(f"Stack reflectance: {reflectance:.3f}")
print(f"Film absorbed fraction with interference: {wave_absorbed:.3e}")
print(f"Same from integral of field squared: {integral_absorbed:.3e}")
print(f"Ratio to single pass: {wave_absorbed/single_pass:.3f}")
print(f"Oxide scan range: {oxide_scan[0]:.0f} to {oxide_scan[-1]:.0f} nm")
print(f"Lowest ratio in oxide scan: {min(scan)/single_pass:.3f}")
print(f"Highest ratio in oxide scan: {max(scan)/single_pass:.3f}")
print(f"Charges per absorbed photon, interference: {yield_wave:.2e}")
print(f"Lower absorption coefficient: {alpha_low:.0f} 1/cm")
print(f"Charges per absorbed photon, lower value: {yield_low:.2e}")
print(f"Depth of trapped charge layer: {trap_depth:.0f} nm")
print(f"Shift with that depth, Poisson: {gate_voltage:.3f} V")
print(f"Air cooling coefficient (rough): {cooling:.0f} W/(m2 K)")
print(f"Heating bound: {heating:.2f} K")
print("PASS")
```

Running it gives:

```
Irradiance: 1.0 mW/cm2
Vacuum wavelength: 450 nm
Planck constant h: 6.62607e-34 J s
Speed of light c: 2.99792e+08 m/s
Product hc: 1239.84 eV nm
Photon energy: 4.4143e-19 J
Photon energy: 2.7552 eV
Level spacing of field mode on grid: 2.7551 eV
Incident photon flux: 2.2654e+15 1/(cm2 s)
Lopsided test spectrum, mean wavelength: 458.43 nm
Lopsided test spectrum, counted flux: 2.3078e+15 1/(cm2 s)
Lopsided test spectrum, flux from mean: 2.3078e+15 1/(cm2 s)
Film thickness: 40 nm
Absorption coefficient (rough): 1000 1/cm
Single-pass absorbed fraction: 3.9920e-03
Absorbed flux, single pass: 9.043e+12 1/(cm2 s)
Matched film, alpha*d=2, wave result: 0.8647
Matched film, alpha*d=2, exponential law: 0.8647
Stress time: 3600 s
Incident dose: 8.155e+18 1/cm2
Absorbed dose, single pass: 3.256e+16 1/cm2
Oxide thickness: 100 nm
Oxide relative permittivity: 3.9
Oxide capacitance: 34.53 nF/cm2
Threshold shift (chosen): -5.0 V
Trapped sheet density: 1.078e+12 1/cm2
Trapped charges per absorbed photon: 3.31e-05
Source width (FWHM): 20 nm
Flux change from source width: 0.036 percent
Wavelength error considered: 5 nm
Flux change from that error: 1.11 percent
Air index (rough): 1.0003
Flux change if 450 nm is in air: 0.03 percent
Indices film, oxide (rough): 2.00, 1.46
Complex index silicon (rough): 4.7 + 0.1i
Stack reflectance: 0.600
Film absorbed fraction with interference: 2.829e-03
Same from integral of field squared: 2.829e-03
Ratio to single pass: 0.709
Oxide scan range: 100 to 254 nm
Lowest ratio in oxide scan: 0.347
Highest ratio in oxide scan: 2.317
Charges per absorbed photon, interference: 4.67e-05
Lower absorption coefficient: 100 1/cm
Charges per absorbed photon, lower value: 3.30e-04
Depth of trapped charge layer: 2 nm
Shift with that depth, Poisson: -4.951 V
Air cooling coefficient (rough): 10 W/(m2 K)
Heating bound: 1.00 K
PASS
```
